\section*{When to Trust a Climbing-Image Barrier for Ferroelectric Switching}

\section{The decision}

A nudged elastic band needs three choices: how to draw the initial path, whether to let the highest image climb, and whether to compute a Hessian before reporting the barrier. In the ferroelectric model below, a straight initial path with climbing converges to a barrier of $7.92\times10^7$ J/m$^3$. The same settings with a slightly bowed path give $2.41\times10^7$ J/m$^3$. Both bands meet the same force tolerance. The Hessian tells them apart: a switching saddle has one negative eigenvalue, and the straight band has found a point with two.

The recommendation is therefore to break the symmetry of the initial path, to switch climbing on after a short ordinary relaxation, and to count the negative Hessian eigenvalues at the climbing image.

\section{A two-mode energy surface}

Let two sublattices carry polarizations $p_1,p_2$. The polar and antipolar amplitudes, both in C/m$^2$, are
\begin{equation}
P=\tfrac12(p_1+p_2),\qquad A=\tfrac12(p_1-p_2).
\end{equation}
Take the intrinsic energy density, with positive coefficients, as
\begin{equation}
f=-\frac{a_0}{2}P^2+\frac b4P^4-\frac c2A^2+\frac d4A^4+\frac g2P^2A^2 .
\end{equation}
Both modes lower the energy when alone, and $g$ makes them compete. The modes are uniform; strain, domains and thermal motion are left out.

The film (thickness $t_f$, background permittivity $\varepsilon_f$) is in series with a linear dielectric ($t_d,\varepsilon_d$) between ideal electrodes at voltage $V$, without trapped charge. With displacement $D$, the film field is $(D-P)/(\varepsilon_0\varepsilon_f)$, and the energy per area, including the source term $-VD$, is
\begin{equation}
W=t_f f+\frac{t_f(D-P)^2}{2\varepsilon_0\varepsilon_f}
+\frac{t_dD^2}{2\varepsilon_0\varepsilon_d}-VD .
\end{equation}
Write $C=t_f/(\varepsilon_0\varepsilon_f)+t_d/(\varepsilon_0\varepsilon_d)$ and $u=t_f/(\varepsilon_0\varepsilon_f)$. The terms in $D$ are $CD^2/2-(V+uP)D$, so $D=(V+uP)/C$ at the minimum and
\begin{equation}
W=t_ff+\frac{uP^2}{2}-\frac{(V+uP)^2}{2C}.
\end{equation}
The coefficient of $P^2/2$ is $u(1-u/C)$ and that of $-P$ is $Vu/C$. Dividing by $t_f$ and dropping a constant gives
\begin{equation}
G=f+\frac{P^2}{2\varepsilon_0\kappa}-E_0P,\quad
\kappa=\varepsilon_f+\varepsilon_d\frac{t_f}{t_d},\quad
E_0=\frac{\varepsilon_dV}{t_d\kappa}.
\end{equation}
The dielectric thus replaces $a_0$ by $a=a_0-1/(\varepsilon_0\kappa)$. The antipolar mode carries no net polarization and is unaffected.

\section{Where the saddle is}

Stationary points satisfy
\begin{align}
G_P&=-aP+bP^3+gPA^2-E_0=0,\\
G_A&=A(-c+dA^2+gP^2)=0 .
\end{align}
Either $A=0$ and $bP^3-aP=E_0$, or $A^2=(c-gP^2)/d$. Inserting the latter in $G_P=0$ gives
\begin{equation}
sP^3+rP=E_0,\quad r=-a+\frac{gc}{d},\quad s=b-\frac{g^2}{d},
\end{equation}
where roots with $gP^2\ge c$ are discarded. The second derivatives are
\begin{equation}
\begin{aligned}
G_{PP}&=-a+3bP^2+gA^2,\\
G_{AA}&=-c+3dA^2+gP^2,\qquad G_{PA}=2gPA .
\end{aligned}
\end{equation}
On the branch with $A\ne0$, $c=dA^2+gP^2$ gives $G_{AA}=2dA^2>0$. Then
\begin{align}
\det H&=2dA^2\left(-a+3bP^2+gA^2-\frac{2g^2P^2}{d}\right)\nonumber\\
&=2dA^2(r+3sP^2),
\end{align}
because $gA^2=gc/d-g^2P^2/d$. Since $G_{AA}>0$, the point is a saddle if $r+3sP^2<0$ and a minimum if it is positive. This factor has a direct meaning. Minimizing $G$ over $A$ at fixed $P$, for $gP^2<c$, gives
\begin{equation}
G_{\rm rel}(P)=-\frac{c^2}{4d}+\frac r2P^2+\frac s4P^4-E_0P,
\label{eq:rel}
\end{equation}
whose second derivative is $r+3sP^2$.

\subsection{Zero voltage: one pass or two}

For $E_0=0$ and $a>0$, the polar states have $P^2=a/b$ and energy $-a^2/(4b)$. There $G_{PP}=2a$ and $G_{AA}=ga/b-c$, so they are minima if $ga/b>c$. The antipolar states have $A^2=c/d$, energy $-c^2/(4d)$ and $G_{PP}=r$. If $r<0$ they are saddles, and the barrier is
\begin{equation}
\Delta G=\frac{a^2}{4b}-\frac{c^2}{4d}.
\label{eq:zero}
\end{equation}

If $r>0$, the antipolar state is an intermediate minimum. Then $g>ad/c$; with $g>bc/a$ from polar stability, multiplication gives $g^2>bd$, hence $s<0$. Two saddles lie at $P=\pm\sqrt{r/|s|}$ for each sign of $A$. They satisfy $gP^2<c$, since $g(gc-ad)<c(g^2-bd)$ reduces to $ga>bc$. Equation~(\ref{eq:rel}) raises the barrier by $r^2/(4|s|)$. One climbing image settles on one saddle, so such a path should be split at the intermediate minimum and each part run as its own band.

\section{What the climbing setting does}

Let $\mathbf R_i=(P_i,A_i)$ be an image, $\mathbf F=-\nabla G$ and $\boldsymbol\tau$ the unit tangent. Away from an energy extremum of the band, $\boldsymbol\tau$ follows the link to the higher neighbour. At an extremum both links are added with weights $|G_{i\pm1}-G_i|$, the larger weight going to the link with the higher neighbour, and the sum is normalized. Ordinary images feel
\begin{equation}
\mathbf F_i^{\rm band}=\mathbf F-(\mathbf F\cdot\boldsymbol\tau)\boldsymbol\tau
+k(\ell_+-\ell_-)\boldsymbol\tau,
\end{equation}
where $\ell_\pm$ are the distances to the next and previous images. The highest image has no spring and its tangential force is reversed:
\begin{equation}
\mathbf F^{\rm climb}=\mathbf F-2(\mathbf F\cdot\boldsymbol\tau)\boldsymbol\tau .
\end{equation}
This is a reflection of $\mathbf F$, so it vanishes when $\mathbf F$ does: at any stationary point, whatever its number of negative eigenvalues.

Whether the image is attracted there follows from linearization. Changes of $\boldsymbol\tau$ multiply $\mathbf F=0$ and drop out at first order, while $\delta\mathbf F=-H\,\delta\mathbf R$. The Jacobian is
\begin{equation}
J=-(I-2\boldsymbol\tau\boldsymbol\tau^{T})H .
\end{equation}
A reflection has determinant $-1$, and the overall minus sign has no effect on a $2\times2$ determinant, so $\det J=-\det H$. At a saddle with eigenvalues $\lambda_-<0<\lambda_+$, let $\theta$ be the angle between $\boldsymbol\tau$ and the unstable eigenvector. Then
\begin{align}
\operatorname{tr}J&=-(\lambda_++\lambda_-)
+2(\lambda_-\cos^2\theta+\lambda_+\sin^2\theta)\nonumber\\
&=-(\lambda_+-\lambda_-)\cos2\theta .
\end{align}
Two modes decay when $\det J>0$ and $\operatorname{tr}J<0$. The first holds at a saddle; the second requires $\theta<45^\circ$. Starting to climb only after the band has found a reasonable direction is therefore a sensible precaution. In the worked stack below it is not essential: the straight line between the wells is already about $8^\circ$ from the unstable eigenvector, and a bowed band that climbs from the first step reaches the same saddle. The result is for continuous relaxation; a finite step must also be short enough.

At a hilltop $\det H>0$, so $\det J<0$ and one perturbation grows. A straight band nevertheless stays there, for a symmetry reason: $G$ is even in $A$, so $G_A=0$ along the whole line $A=0$. Neither the true force nor the springs can create an $A$ component. An atomic calculation that enforces a symmetry shared by all images has the same blind spot.

With $N$ coordinates, write $R=I-2\boldsymbol\tau\boldsymbol\tau^{T}$, so that $R^2=I$ and $J=-RH$. A growth rate $\mu$ of $J$ then satisfies $\det(H+\mu R)=0$. Let $H$ have $m$ negative eigenvalues and no zero ones. As $\mu$ rises from zero to large positive values, the number of negative eigenvalues of the symmetric matrix $H+\mu R$ goes from $m$ to one, the number for $R$. Each change needs an eigenvalue to cross zero, so at least $|m-1|$ growth rates are positive. Only a point with $m=1$ can therefore attract the image from all directions. The Hessian count remains necessary because a symmetric band may never receive the perturbation that grows.

\section{A worked stack}

The round model parameters are $a_0=2.5\times10^9$ and $c=1.5\times10^9$ J\,m/C$^2$, with $b=d=10^{10}$ and $g=9\times10^9$ J\,m$^5$/C$^4$. A 10 nm film and a 1 nm dielectric, both of relative permittivity 20, are held at 0.5 V. Then $\kappa=20+20\times10=220$ and
\begin{align}
a&=2.5\times10^9-5.134\times10^8=1.987\times10^9\ \mathrm{J\,m/C^2},\\
E_0&=\frac{20\times0.5}{10^{-9}\times220}=4.545\times10^7\ \mathrm{V/m}.
\end{align}
The reduced coefficients are $r=-6.366\times10^8$ J\,m/C$^2$ and $s=1.9\times10^9$ J\,m$^5$/C$^4$. The field favours positive $P$; the start well is at $P=-0.4338$ and the end well at $P=0.4567$ C/m$^2$.

\subsection{Two converged bands}

Each band is advanced by the force times $\eta=5\times10^{-11}$ C$^2$/(J\,m), with $k=5\times10^9$ J\,m/C$^2$, and climbs after 500 steps. The stiffest spring mode of a long chain has stiffness $4k$; $4k\eta=1$ is below the stability limit 2.

The straight 21-image band stops at $P=-0.0229$, $A=0$, with eigenvalues $-1.97\times10^9$ and $-1.50\times10^9$ J\,m/C$^2$. The second belongs to $A$. It multiplies a small $A$ by $1+5\times10^{-11}\times1.50\times10^9\approx1.075$ per step. From $10^{-12}$ to $0.38$ C/m$^2$ this linear estimate needs about 370 steps. A band started with a bow of $10^{-12}$ C/m$^2$ indeed ends at $|A|=0.3811$ C/m$^2$. Rounding noise can therefore decide which barrier is reported; a deliberate bow removes the accident.

With a bow of 0.01 C/m$^2$ and 41 images, the climbing image reaches
\begin{equation}
P=-0.0725,\qquad A=0.3811\quad \mathrm{C/m^2}.
\end{equation}
The finite-difference Hessian has eigenvalues $-5.92\times10^8$ and $2.98\times10^9$ J\,m/C$^2$: one negative, as required. The tangent is $0.06^\circ$ from the unstable eigenvector, far inside the $45^\circ$ limit.

The barrier can be checked by hand. In units of $10^6$ J/m$^3$, the start well has
\begin{equation}
-186.93+88.53+19.72=-78.68
\end{equation}
from the $P^2$, $P^4$ and field terms. Equation~(\ref{eq:rel}) gives at the saddle
\begin{equation}
-56.25-1.67+0.01+3.30=-54.61 .
\end{equation}
The difference is $24.1$, in agreement with the band's $2.406\times10^7$ J/m$^3$. For 1 nm$^3$ of film this is 150 meV, a conversion of an energy density and not a nucleation energy. The reverse barrier is $6.46\times10^7$ J/m$^3$.

One negative eigenvalue does not prove that a pass is the lowest. Here the full set of stationary points is known: two minima, two saddles related by $A\to-A$, and the hilltop. As a separate test, the lowest energy level connecting the wells was found on a $601\times601$ grid over $-0.6$ to $0.6$ C/m$^2$ in both modes. It gives $2.406\times10^7$ J/m$^3$ as well.

\subsection{Voltage}

At a stationary point, the change of $G$ with $E_0$ is $-P$, since displacement of the point costs nothing at first order. Hence
\begin{equation}
\frac{d\Delta G}{dE_0}=-(P_{\rm saddle}-P_{\rm start}),
\end{equation}
which is $-0.361$ C/m$^2$ at 0.5 V and $-\sqrt{a/b}=-0.446$ C/m$^2$ at zero. Equation~(\ref{eq:zero}) gives a zero-voltage barrier of $4.242\times10^7$ J/m$^3$. Lowering it with the mean slope, $0.4035\times4.545\times10^7=1.834\times10^7$, predicts $2.408\times10^7$ J/m$^3$. The zero-voltage slope alone would give $2.216\times10^7$, 8\% below the computed barrier.

\section{Choosing the settings}

\textbf{Initial path.} Bow it along a soft mode of the starting well that breaks the symmetry of the straight path; a mode that keeps this symmetry leaves the band where it was trapped. Near a minimum, steepest descent makes each normal coordinate decay at a rate proportional to its curvature, so a generic path enters, and in reverse leaves, along the softest one. Here $G_{AA}=1.94\times10^8$ and $G_{PP}=3.66\times10^9$ J\,m/C$^2$ at the start: the path leaves along $A$, at right angles to the straight interpolation.

\textbf{Climbing and image count.} Without climbing, the nearest image can miss the top by half a link $\ell$. If images lie on the path, the harmonic underestimate is at most
\begin{equation}
\delta G\simeq\tfrac12|\lambda_-|(\ell/2)^2 .
\end{equation}
The present path is about 1.3 C/m$^2$ long. Seven images give $\ell\approx0.22$ C/m$^2$ and up to $3.6\times10^6$ J/m$^3$, 15\% of the barrier; 21 images give about 1.3\%. Climbing removes this error at the saddle, but not the error in the rest of the path. The largest distance of an image from an independently integrated descent curve is $3.3\times10^{-3}$ C/m$^2$ for 21 images and $1.7\times10^{-3}$ for 41. This halving is what a one-sided tangent suggests, since its angular error on a curved path is proportional to $\ell$.

\textbf{Force tolerance.} Near the saddle, in the harmonic approximation, a residual force $F$ causes an energy error of at most $F^2/(2|\lambda|_{\min})$. This bound falls quadratically as the tolerance is tightened. A small force does not show which kind of stationary point was found: an exactly symmetric band stays at the hilltop at any tolerance, while a nearly symmetric one may stop there or escape, depending on how long it runs.

\textbf{Hessian.} Compute it without symmetry constraints. For central energy differences with displacement $h$, the truncation error of $G_{PP}$ is $h^2(6b)/12=bh^2/2$, while energy noise is amplified as $1/h^2$; $h$ must balance the two. In a crystal, leave out the zero modes of uniform translation. A Hessian of one cell tests distortions that fit that cell and says nothing about longer ones.

\textbf{Coordinates.} Rescaling the coordinates by unequal factors, as mass-weighting does for unequal masses, generally changes the path, since steepest descent depends on the definition of distance. Stretching $A$ by 1.5 moves the path at $P=-0.3$ C/m$^2$ from $A=0.289$ to $0.300$ C/m$^2$. The saddle, its energy and its number of negative eigenvalues do not change under an invertible rescaling; the eigenvalues themselves do.

\section{Relation to hafnia devices}

Ferroelectric hafnia films are often about 10 nm thick, and a polarization of a few tenths of C/m$^2$ is of the right size, but these coefficients are not fitted to hafnia, which has further coupled modes. The ideal, leak-free dielectric is not realistic either. In the start well the film field is $E_0-P/(\varepsilon_0\kappa)=2.7\times10^8$ V/m, so the film drops 2.7 V and the 1 nm layer $-2.2$ V. Its field of about $2\times10^9$ V/m exceeds the rough $10^9$ V/m that thin oxides withstand. Leakage and trapped charge would intervene. If charge followed $P$ and cancelled the depolarization term, $a$ would return to $a_0$ and the zero-voltage barrier would rise from $4.2\times10^7$ to $1.0\times10^8$ J/m$^3$. Conversely, an uncompensated layer with $\varepsilon_d=4$, closer to silicon oxide, gives $\kappa=60$ and $a=6.2\times10^8$ J\,m/C$^2$. Then $ga/b<c$: the polar wells are unstable at zero voltage and no switching barrier between them exists. Real films can also switch by nucleation and domain-wall motion, whose activation energies this uniform model does not contain.

The numerical output below lists the Hessian elements and selected images of the converged path.

\section*{Numbers as computed}
\begin{verbatim}
film a0 = 2.500e+09 J m/C^2; c = 1.500e+09 J m/C^2
b = 1.000e+10, d = 1.000e+10, g = 9.000e+09 J m^5/C^4
relative permittivities: film 20, dielectric 20
thicknesses: film 1.0e-08 m, dielectric 1.0e-09 m
voltage = 0.50 V; kappa = 220.0 (no unit)
depolarization coefficient = 5.13368e+08 J m/C^2
stack a = 1.98663e+09 J m/C^2; E0 = 4.54545e+07 V/m
reduced cubic r = -6.36632e+08 J m/C^2
reduced cubic s = 1.90000e+09 J m^5/C^4
spring k = 5.0e+09 J m/C^2; step = 5.0e-11 C^2/(J m)
force tolerance = 100 V/m; initial bow = 0.01 C/m^2
start well P = -0.433803 C/m^2; end well P = 0.456744 C/m^2
start G_PP = 3.6589e+09, G_AA = 1.9367e+08 J m/C^2
straight band: 21 images, 1008 iterations
hilltop P = -0.022941, A = 0.000000 C/m^2
hilltop eigenvalues = -1.97084e+09, -1.49526e+09 J m/C^2
false straight-path barrier = 7.91956e+07 J/m^3
bow of 1e-12 C/m^2 ends at |A| = 0.381136 C/m^2
bowed band: 41 images, 2304 iterations
saddle P = -0.072538, A = 0.381136 C/m^2
saddle G_PP = -5.21396e+08 J m/C^2
saddle G_PA = -4.97640e+08 J m/C^2
saddle G_AA = 2.90529e+09 J m/C^2
saddle eigenvalues = -5.92203e+08, 2.97610e+09 J m/C^2
relaxed curvature = -6.06640e+08 J m/C^2
tangent-to-unstable-mode angle = 0.062 degrees
forward barrier = 2.40603e+07 J/m^3
reverse barrier = 6.45666e+07 J/m^3
forward barrier for 1 nm^3 film = 150.17 meV
flood-fill forward barrier = 2.40615e+07 J/m^3
zero-voltage barrier = 4.24177e+07 J/m^3
barrier slope with E0 = -0.361266 C/m^2
stationary points: 2 minima, 2 saddles, 1 hilltop
path deviation, 21 images = 3.263e-03 C/m^2
path deviation, 41 images = 1.675e-03 C/m^2
A at P=-0.3 C/m^2, original metric = 0.289492 C/m^2
A at P=-0.3 C/m^2, A scaled by 1.5 = 0.300395 C/m^2
image (no unit), P (C/m^2), A (C/m^2), G-Gstart (J/m^3)
 0  -0.43380   0.00000  0.0000e+00
 5  -0.40202   0.15614  2.6436e+06
10  -0.30638   0.28316  1.1194e+07
15  -0.16612   0.35912  2.1590e+07
18  -0.07254   0.38114  2.4060e+07
20  -0.00497   0.38654  2.2644e+07
25   0.16283   0.36674  7.0920e+06
30   0.31513   0.29450  -1.7122e+07
35   0.42132   0.16450  -3.4874e+07
40   0.45674   0.00000  -4.0506e+07
\end{verbatim}
